# The Fowler-Nordheim field exponent from WKB tunnelling through a triangular oxide barrier, part 1

(Sections cited here and not found follow in the second part.)

## First half: the exponent and the transmission

### 1. What dimensions and the semiclassical limit fix

An electron in a gate electrode faces an oxide whose conduction band lies an energy $\phi$ above the electron. A uniform field tilts that band downward, so the barrier is a triangle. Write $m$ for the effective mass in the oxide, $F$ for the magnitude of the oxide field and $e$ for the elementary charge. The force on the electron is $eF$.

Suppose that the oxide is thick enough for the tip of the triangle to lie inside it. The thickness then does not enter the barrier, and the available quantities are

$$
m:\ M,\qquad \phi:\ ML^2T^{-2},\qquad eF:\ MLT^{-2},\qquad \hbar:\ ML^2T^{-1}.
$$

Four quantities built from three dimensions give one independent dimensionless group, which may be chosen as

$$
G=\frac{\sqrt m\,\phi^{3/2}}{\hbar eF}.
$$

Its numerator has dimension $M^{1/2}\,M^{3/2}L^3T^{-3}=M^2L^3T^{-3}$, and so has its denominator. Let the transmission probability contain the factor $\exp(-b)$. Dimensions alone say that $b$ is a function of $G$.

The semiclassical approximation fixes that function. Its exponent is a classical action, made from $m$, $\phi$ and $eF$, divided by $\hbar$. Hence $b$ is proportional to $1/\hbar$, and since $G$ is also proportional to $1/\hbar$,

$$
b=C\,\frac{\sqrt m\,\phi^{3/2}}{\hbar eF}.
$$

The powers of mass, barrier height and field are settled. The number $C$ needs an integral, and the claim that $\exp(-b)$ controls the transmission needs a solution of the wave equation.

### 2. Conventions and the barrier

From here on Hartree atomic units are used: $\hbar=e=m_0=1$, with $m_0$ the free-electron mass. The force and the field then have the same numerical value $F>0$.

The oxide begins at $x=0$ and the electron moves toward positive $x$. The oxide band is parabolic with a constant, isotropic mass. Tunnelling is elastic and coherent. The image force, oxide charge, traps and phonons are left out. For the moment the motion is along $x$. Relative to the electron energy $E$, the potential energy is

$$
U(x)-E=\phi-Fx .
$$

It vanishes at the turning point

$$
x_t=\frac{\phi}{F}.
$$

An oxide of thickness $d$ contains this point if $Fd>\phi$, that is, if the potential-energy drop across the oxide exceeds the barrier height. This is the condition for a triangular barrier.

In the oxide the Schrödinger equation is $-\psi''/(2m)+(U-E)\psi=0$. Multiplying by $-2m$ and rearranging gives

$$
\psi''=\kappa^2\psi,\qquad \kappa(x)=\sqrt{2m(\phi-Fx)} .
$$

Below, $\kappa_0=\kappa(0)=\sqrt{2m\phi}$.

### 3. The WKB wave

Put $\psi=e^{S}$. Then $\psi'=S'\psi$ and $\psi''=(S''+S'^2)\psi$, so

$$
S''+S'^2=\kappa^2 .
$$

If $\kappa$ varies slowly, the first approximation is $S'=\pm\kappa$. The wave needed here falls toward positive $x$, so take $S'=-\kappa+s_1$, with $s_1$ small. The terms of first order are

$$
-\kappa'-2\kappa s_1=0\quad\Longrightarrow\quad s_1=-\frac{\kappa'}{2\kappa}.
$$

The integral of $s_1$ is $-\tfrac12\ln\kappa$. The wave is therefore

$$
\psi(x)\simeq \frac{1}{\sqrt{\kappa(x)}}\exp\left(+\int_x^{x_t}\kappa\,dx'\right),
$$

up to a constant factor. The exponent is positive because the integral runs from $x$ to the turning point: the wave is large at the entrance and small at $x_t$.

To see when this is justified, differentiate $\kappa^2=2m(\phi-Fx)$, which gives $2\kappa\kappa'=-2mF$, or $\kappa'=-mF/\kappa$. The relative change of $\kappa$ over one decay length is therefore

$$
\frac{|\kappa'|}{\kappa^2}=\frac{mF}{\kappa^3}.
$$

This must be small. It is smallest at the entrance and diverges at $x_t$, where $\kappa=0$. The neighbourhood of $x_t$ needs separate treatment, given in part 5.

### 4. The action of the triangle

The probability density contains the square of the exponential, so the relevant quantity is

$$
b=2\int_0^{x_t}\kappa(x)\,dx .
$$

Use the local barrier height $u=\phi-Fx$ as the variable. Then $dx=-du/F$, and the limits $x=0$ and $x=x_t$ become $u=\phi$ and $u=0$. The minus sign reverses the limits:

$$
b=\frac{2}{F}\int_0^\phi\sqrt{2mu}\,du
=\frac{2\sqrt{2m}}{F}\cdot\frac23\phi^{3/2}.
$$

Thus

$$
b=\frac{B}{F},\qquad B=\frac43\sqrt{2m}\,\phi^{3/2}.
$$

The constant left open by dimensions is $C=4\sqrt2/3$. The power $3/2$ has two sources: the decay constant supplies $\phi^{1/2}$, and the barrier length $\phi/F$ supplies another power of $\phi$ together with the factor $1/F$. Indeed $b=\tfrac43\kappa_0x_t$, which is two thirds of the value $2\kappa_0x_t$ for a rectangular barrier of the same height and length.

Since $\phi=\kappa_0^2/(2m)$, another form is

$$
b=\frac43\,\frac{\kappa_0}{F}\,\frac{\kappa_0^2}{2m}=\frac{2\kappa_0^3}{3mF}.
$$

The WKB condition at the entrance can then be read from the result itself:

$$
\left.\frac{|\kappa'|}{\kappa^2}\right|_{x=0}=\frac{mF}{\kappa_0^3}=\frac{2}{3b}.
$$

A large exponent and a valid approximation are the same condition.

The integral over $u$ also shows which part of the law depends on the constant mass. If the oxide band has another decay constant $\kappa(u)$, depending on the local barrier height alone, then

$$
b=\frac2F\int_0^\phi\kappa(u)\,du .
$$

The dependence on $1/F$ survives, and the power $\phi^{3/2}$ in general does not. A straight line against $1/F$ is therefore no evidence for a constant mass.

### 5. Passing the turning point

Beyond $x_t$ the electron has the real wave number $p(x)=\sqrt{2m(Fx-\phi)}$. It must be shown that an outgoing wave there joins to the barrier wave of part 3, and with what amplitude.

Define the length $\ell=(2mF)^{-1/3}$ and $z=(x_t-x)/\ell$. Since $\kappa^2=2mF(x_t-x)=z/\ell^2$, the wave equation becomes

$$
\frac{d^2\psi}{dz^2}=z\psi .
$$

A solution is the contour integral

$$
\psi(z)=\int_{\mathcal C}e^{zt-t^3/3}\,dt .
$$

Indeed $\psi''-z\psi=\int(t^2-z)e^{zt-t^3/3}dt$, and this integrand is minus the $t$-derivative of the exponential. The integral vanishes if the exponential vanishes at both ends of $\mathcal C$. Let $\mathcal C$ come from infinity in the direction $\arg t=-2\pi/3$ and go to $+\infty$. In both directions $t^3$ tends to $+\infty$, as required.

For large $|z|$ the integral comes from saddle points, where $z-t^2=0$. The second derivative of the exponent there is $-2t$.

For $z>0$, inside the barrier, the saddles are $t=\pm\sqrt z$. The contour can rise to $-\sqrt z$ and then follow the real axis through $+\sqrt z$. At $+\sqrt z$ the exponent is $z^{3/2}-z^{3/2}/3=\tfrac23z^{3/2}$; at $-\sqrt z$ it has the opposite sign, so that contribution is exponentially smaller. The Gaussian integral at $+\sqrt z$ gives

$$
\psi\simeq\sqrt\pi\,z^{-1/4}\,e^{\frac23z^{3/2}} .
$$

For $z=-y<0$, beyond the barrier, the saddles are $t=\pm i\sqrt y$. The contour passes through the lower one. There $zt=iy^{3/2}$ and $t^3=iy^{3/2}$, so the exponent is $\tfrac23iy^{3/2}$. The second derivative is $2i\sqrt y$, and the path of steepest descent has the direction $e^{i\pi/4}$. Hence

$$
\psi\simeq\sqrt\pi\,y^{-1/4}\,e^{i\left(\frac23y^{3/2}+\pi/4\right)} .
$$

As $y$ grows with $x$, this is an outgoing wave. In the original variable, $\kappa=\sqrt z/\ell$ and $p=\sqrt y/\ell$, and the two exponents are the integrals of $\kappa$ and $p$ measured from $x_t$. The common constants cancel, leaving the connection

$$
\frac{1}{\sqrt\kappa}\exp\left(\int_x^{x_t}\kappa\,dx'\right)
\ \longleftrightarrow\
\frac{1}{\sqrt p}\exp\left(i\int_{x_t}^{x}p\,dx'+\frac{i\pi}{4}\right).
$$

No factor of order $e^{b}$ is created or lost at the turning point.

### 6. The prefactor at an abrupt emitter

The probability flux is $\mathrm{Im}(\psi^*\psi')/m$. For the outgoing wave, $\mathrm{Im}(\psi^*\psi')=p|\psi|^2=1$, so the transmitted flux is $1/m$.

At the entrance, with the leading slope,

$$
\psi(0)=\kappa_0^{-1/2}e^{b/2},\qquad \psi'(0)=-\kappa_0\psi(0).
$$

Let the emitter be a free-electron metal of mass $m_e$, in which the electron has wave number $k$. Its wave is $Ae^{ikx}+De^{-ikx}$. Continuity of $\psi$ and of $\psi'/\text{mass}$, which conserves flux, requires

$$
A+D=\psi(0),\qquad \frac{ik}{m_e}(A-D)=-\frac{\kappa_0}{m}\psi(0).
$$

Define the velocity ratio $r=(k/m_e)/(\kappa_0/m)$. The second equation becomes $A-D=(i/r)\psi(0)$. Adding the first gives

$$
A=\frac{\psi(0)}2\left(1+\frac ir\right),\qquad
|A|^2=\frac{e^{b}}{4\kappa_0}\left(1+\frac1{r^2}\right).
$$

The incident flux is $|A|^2k/m_e=|A|^2r\kappa_0/m$. The transmission is the ratio of the two fluxes:

$$
T=\frac{1/m}{|A|^2r\kappa_0/m}
=\frac{4}{r(1+1/r^2)}e^{-b}
=\frac{4r}{1+r^2}\,e^{-b}.
$$

At this order the prefactor does not contain $F$. A graph of $\ln T$ against $1/F$ therefore has slope $-B$. The prefactor is at most 2, because $(1-r)^2\ge0$. It can exceed 1 without any conflict with $T\le1$, since the formula requires large $b$.

### 7. An oxide too thin for the triangle

If $Fd<\phi$, the electron reaches the anode before the barrier has fallen to zero. The barrier is a trapezoid, and the integral over $u$ stops at $\phi-Fd$:

$$
b_{\rm trap}=\frac{2\sqrt{2m}}{F}\cdot\frac23\left[\phi^{3/2}-(\phi-Fd)^{3/2}\right]
=b\left[1-(1-s)^{3/2}\right],\quad s=\frac{Fd}{\phi}.
$$

For small $s$ the bracket is $\tfrac32s-\tfrac38s^2$. Since $b=\tfrac43\kappa_0\phi/F$,

$$
b_{\rm trap}\simeq2\kappa_0d\left(1-\frac s4\right).
$$

The exponent approaches the finite value $2\kappa_0d$ at zero field, whereas $B/F$ would diverge.

The slope against $1/F$ also changes. Put $q=1/F$, so that $b=Bq$ and $ds/dq=-s/q$. Differentiating $b_{\rm trap}$ gives

$$
\frac{db_{\rm trap}}{dq}=B\left[1-(1-s)^{3/2}-\frac32s(1-s)^{1/2}\right]
=B\left[1-\sqrt{1-s}\left(1+\frac s2\right)\right].
$$

The second form follows from taking out $\sqrt{1-s}$, which leaves $1-s+\tfrac32s$. The slope reaches $B$ at $s=1$ and is smaller below it. Fitting the triangular law to data with $Fd<\phi$ would therefore yield too small a barrier height or mass.

## Second half: numbers, current and limits

### 8. Symbols and results carried over

In Hartree atomic units, $\phi$ is the barrier height above the electron energy, $m$ the oxide mass, $F$ the oxide field and $d$ the oxide thickness. The entrance decay constant is $\kappa_0=\sqrt{2m\phi}$ and the turning point is $x_t=\phi/F$. For $Fd>\phi$,

$$
T=\frac{4r}{1+r^2}e^{-b},\qquad b=\frac BF,\qquad B=\frac43\sqrt{2m}\,\phi^{3/2},
$$

at leading order in $1/b$. Here $r$ is the emitter velocity divided by $\kappa_0/m$. For $Fd<\phi$ the exponent is $b[1-(1-Fd/\phi)^{3/2}]$.

### 9. A worked barrier

Take the round model values $\phi=0.12$ hartree, $m=0.4$ and $F=0.002$ atomic units, a field of 10.3 MV/cm. The emitter has mass 1 and Fermi energy 0.2 hartree, and the electron starts at the Fermi level. Then

$$
\kappa_0=\sqrt{2(0.4)(0.12)}=0.3098\ \text{bohr}^{-1},\qquad
x_t=\frac{0.12}{0.002}=60\ \text{bohr},
$$

$$
b=\frac43(0.3098)(60)=24.79,\qquad B=bF=0.0496 .
$$

In laboratory units $B=255$ MV/cm. The exponential is $e^{-b}=1.72\times10^{-11}$. The WKB measure at the entrance is $2/(3b)=0.027$, which is small.

The emitter velocity is $\sqrt{2(0.2)}=0.632$, while $\kappa_0/m=0.775$. Hence $r=0.816$, the prefactor is 1.960, and the leading formula gives $T=3.37\times10^{-11}$. Direct numerical integration of the Schrödinger equation, with a long ramp and no returning wave, gives $3.38\times10^{-11}$.

The same integration at other fields isolates the prefactor:

| $F$ (a.u.) | $b$ | $T$ | $Te^b$ |
|---:|---:|---:|---:|
| 0.0010 | 49.57 | $5.80\times10^{-22}$ | 1.9645 |
| 0.0020 | 24.79 | $3.38\times10^{-11}$ | 1.9695 |
| 0.0025 | 19.83 | $4.82\times10^{-9}$ | 1.9721 |
| 0.0040 | 12.39 | $8.21\times10^{-6}$ | 1.9801 |

The last two fields, 12.9 and 20.6 MV/cm, are above the usual breakdown field of silicon dioxide, roughly 10 MV/cm, and serve only to test the formula. The main example lies at about that limit. While $T$ changes by sixteen orders of magnitude, $Te^b$ changes by less than one percent. Between the two middle fields, $\ln T$ has slope $-0.04959$ against $1/F$, compared with $-B=-0.04957$.

The exponent $B/F$ and the leading prefactor of the transmission are now derived for the triangular barrier, and direct numerical integration agrees with them. What remains is the small drift of the prefactor, the effect of a real anode, the current density, and the limits of the law.

All numerical values are calculated from the stated model.
